# Moving a coexistence line from a cheap to an accurate potential

**Q:** I have a coexistence line between two phases, a and b, computed with a cheap potential $U_0$. I want the line for an accurate potential $U_1$. Surely I must compute the free energies of both phases again?

**A:** Not if you connect the two potentials by a family $U_\lambda$, smooth in $\lambda$, and follow the coexistence point as $\lambda$ runs from 0 to 1. I assume classical nuclei, equal masses in both models, and potentials that depend on neither temperature $T$ nor pressure $P$. For $N$ atoms confined to the configurations of one phase,

$$\beta G=-\ln\int dV\,d\Gamma\;e^{-\beta(K+U_\lambda+PV)}+\text{const},\qquad \beta=\frac1{k_BT},$$

where $K$ is the kinetic energy, $V$ the volume and $d\Gamma$ the phase-space element. The constant is the same for both phases. Differentiating the logarithm brings down the derivative of the exponent, averaged in the isothermal-isobaric ensemble. With lower-case letters for quantities per atom,

$$d(\beta g)=h\,d\beta+\beta v\,dP+\beta w\,d\lambda,\qquad w=\frac1N\left\langle\frac{\partial U_\lambda}{\partial\lambda}\right\rangle .$$

Here $h=\langle K+U_\lambda+PV\rangle/N$ is the enthalpy.

**Q:** The accurate model has a different equilibrium volume. Where is the work of relaxing to it?

**A:** The volume is an integration variable, so at fixed $P$ it contributes no separate term. As $\lambda$ changes, the averages are taken at the volumes that the current $U_\lambda$ prefers, and relaxation enters through them.

**Q:** And how does this become an equation for the line?

**A:** Let $\Delta$ mean phase b minus phase a. Coexistence means $\Delta g=0$. It must persist along the path, so $d(\beta\Delta g)=0$. Since $d\beta=-\beta\,dT/T$, division by $\beta$ gives

$$-\frac{\Delta h}{T}\,dT+\Delta v\,dP+\Delta w\,d\lambda=0 .$$

Holding one variable fixed at a time yields

$$\left(\frac{\partial T}{\partial\lambda}\right)_P=\frac{T\Delta w}{\Delta h},\qquad
\left(\frac{\partial P}{\partial\lambda}\right)_T=-\frac{\Delta w}{\Delta v},\qquad
\left(\frac{\partial T}{\partial P}\right)_\lambda=\frac{T\Delta v}{\Delta h}.$$

The last is the Clapeyron equation; the first two are its counterparts in the Hamiltonian parameter. The mean kinetic energy, $\tfrac32k_BT$ per atom, cancels in $\Delta h$. At coexistence $\Delta h=T\Delta s$, with $s$ the entropy, so the first slope is also $\Delta w/\Delta s$. The sign is sensible: if b is the high-temperature phase ($\Delta h>0$) and the new potential raises its energy relative to a, then a survives to a higher temperature.

**Q:** What if my potential is an electronic free energy, which does depend on $T$?

**A:** Then $\partial(\beta U)/\partial\beta=U-T\,\partial U/\partial T$, because $\beta\,\partial/\partial\beta=-T\,\partial/\partial T$. You must use this in place of $U$ inside $h$. The definition of $w$ is unchanged.

**Q:** I could mix the energies linearly or interpolate the parameters of the potential. Why should both give the same answer?

**A:** The intermediate points differ, but the end point is a root of $\Delta g(T,P,\lambda=1)=0$, which knows nothing of the path. This requires that both phases stay at least metastable and that you follow one continuous branch of coexistence. You also need one coexistence point of the cheap model from another method, because the equations transport $\Delta g$ and do not determine it.

**Q:** Show me a case where the answer can be found without your integration.

**A:** Take a model in which each atom has its own cell, with displacement $r$ and fluctuating volume $v_c$, and energy

$$u=e+\frac{B(v_c-v_0)^2}{2v_0}+\frac{\kappa}{2}\,e^{-2(v_c/v_0-1)}r^2+c\,r^4 .$$

The exponential softens the spring when the cell expands. I restrict $v_c$ to 40–160 bohr³ as part of the model. The parameters are round numbers and describe no particular material; "accurate" merely labels the target model. In Hartree atomic units, with $e$ in mHa:

| phase, model | $e$ | $\kappa$ | $c$ | $v_0$ | $B$ |
|---|---|---|---|---|---|
| a, cheap | 0 | 0.050 | 0.001 | 100 | 0.0030 |
| b, cheap | 2.5 | 0.030 | 0.001 | 105 | 0.0025 |
| a, accurate | 0 | 0.055 | 0.001 | 98 | 0.0032 |
| b, accurate | 3.0 | 0.032 | 0.002 | 104 | 0.0025 |

The cells are independent, so up to terms common to both phases

$$g=-k_BT\ln\int dv_c\int_0^\infty 4\pi r^2\,dr\;e^{-\beta(u+Pv_c)} .$$

Gauss–Legendre quadrature gives this integral, and a root search for $\Delta g=0$ gives the coexistence temperature directly. Separately, I start from the cheap coexistence point and integrate $dT/d\lambda=T\Delta w/\Delta h$ numerically, with $U_\lambda=(1-\lambda)U_0+\lambda U_1$ and averages by the same quadrature.

| $P$ ($10^{-4}$ a.u.) | $T$ cheap (K) | $T$ accurate, direct (K) | $T$ accurate, integrated (K) |
|---|---|---|---|
| 0 | 924.8 | 1064.2 | 1064.2 |
| 1 | 1120.7 | 1301.3 | 1301.3 |
| 2 | 1290.2 | 1506.1 | 1506.1 |

At the middle pressure, which is 2.94 GPa, the shift is 180.6 K. Interpolating the parameters instead gives 1211.8 K at $\lambda=0.5$, where energy mixing gives 1207.7 K, but both paths end at 1301.3 K.

**Q:** The shift is not the same at all pressures.

**A:** No: it grows from 139 K to 216 K over the table, because the Clapeyron slope changes too. At the middle pressure the cheap model has $\Delta v=4.644$ bohr³ and $\Delta h=2.843$ mHa, the accurate one 5.469 bohr³ and 3.209 mHa. Therefore $T\Delta v/\Delta h$ rises from 183 K to 222 K per $10^{-4}$ a.u. of pressure. The difference, 39 K, is close to the observed growth of the shift, 41 K in the first interval and 35 K in the second.

**Q:** Suppose my experiment is at fixed temperature.

**A:** Use the second slope. At 1120.7 K the coexistence pressure falls from $1.000\times10^{-4}$ to $0.227\times10^{-4}$ a.u., a shift of $-2.27$ GPa. The sign follows from $\Delta v>0$: phase b has been made less favourable, and lower pressure compensates by favouring the larger volume. The initial slope, with $\Delta w=0.4229$ mHa, is $-0.4229\times10^{-3}/4.644=-0.911\times10^{-4}$ a.u. Used alone, it would overstate the shift by 18%, so the curvature matters here.

**Q:** Integration requires simulations at $\lambda>0$, hence accurate forces at every step. I cannot afford that.

**A:** Then expand about $\lambda=0$. For linear mixing $\partial U_\lambda/\partial\lambda=W=U_1-U_0$, and to first order

$$T_1-T_0\approx T'=\frac{T_0\,\Delta w}{\Delta h}\bigg|_{\lambda=0}.$$

Only the cheap model generates configurations; the accurate one supplies energies for a selection of them. In the example,

$$T'=1120.7\ \text{K}\times\frac{0.4229}{2.843}=166.7\ \text{K}.$$

This is 13.9 K below the full shift, an error of 8% of that shift.

**Q:** Without the full result, how would I know that the error is that small?

**A:** The second-order term gives an indication, and it needs no new configurations. At fixed $P$, write the exponent along the coexistence path as $A(\lambda)=\beta(\lambda)H_\lambda$, with $H_\lambda=K+U_0+\lambda W+PV$. For each phase $\beta G=-\ln\int e^{-A}+\text{const}$, so with primes for $d/d\lambda$

$$(\beta G)'=\langle A'\rangle,\qquad(\beta G)''=\langle A''\rangle-\mathrm{Var}(A').$$

Since $\beta'=-\beta T'/T$,

$$A'=\beta W+\beta'H=\beta Y,\quad Y=W-\frac{T'}{T}H,\qquad A''=\beta''H+2\beta'W .$$

Coexistence holds for every $\lambda$, so the phase difference of $(\beta G)''$ vanishes:

$$\beta''\Delta h+2\beta'\Delta w=\frac{\beta^2}{N}\,\Delta[\mathrm{Var}\,Y].$$

Differentiating $\beta'=-\beta T'/T$ once more gives $\beta''=-\beta T''/T+2\beta T'^2/T^2$. The first slope gives $\Delta w=T'\Delta h/T$, so $2\beta'\Delta w=-2\beta T'^2\Delta h/T^2$. This cancels the second part of $\beta''\Delta h$, leaving $-\beta T''\Delta h/T$ on the left, and

$$T''=-\frac{\Delta[\mathrm{Var}\,Y]}{N\,k_B\,\Delta h}.$$

Momenta are independent of positions and have the same distribution in both phases, so their part of the variance cancels and may be omitted.

**Q:** Numbers, please.

**A:** For independent cells $\mathrm{Var}\,Y/N$ is the variance of the one-cell quantity $y$. Its standard deviation, without the kinetic part, is 0.6777 mHa in a and 0.4339 mHa in b, so $\Delta[\mathrm{Var}\,y]=0.1883-0.4593=-0.2710$ mHa². With $k_BT_0=3.549$ mHa,

$$T''=\frac{0.2710\times1120.7}{3.549\times2.843}\ \text{K}=30.1\ \text{K}.$$

The estimate becomes $166.7+30.1/2=181.8$ K, which is 1.2 K too high. The correction is positive because $y$ fluctuates more in phase a. If $T''/2$ is comparable with $T'$, the expansion is not a safe substitute for integration; a small $T''$ is encouraging but bounds nothing at higher order.

**Q:** Why not skip the sampling altogether and compare static crystal energies?

**A:** Minimize $u+Pv_c$ over volume at $r=0$ for each phase and model. From the cheap to the accurate model the static enthalpy difference between the phases rises by 0.588 mHa. Dividing by the cheap $\Delta s=\Delta h/T_0$ predicts a shift of 232 K, too large by 51 K, or 28% of the full shift.

The harmonic limit shows one thing that is missing. Drop $c$ and the coupling of spring to volume, and let the two models differ only in $e$ and $\kappa$. Equipartition gives $\langle\tfrac12\kappa r^2\rangle=\tfrac32k_BT$. Write $\delta$ for accurate minus cheap. At $\lambda=0$ the average of $\tfrac12\delta\kappa\,r^2$ is then $\tfrac32k_BT\,\delta\kappa/\kappa$, and

$$\Delta w=\delta(\Delta e)+\frac32k_BT\left(\frac{\delta\kappa_b}{\kappa_b}-\frac{\delta\kappa_a}{\kappa_a}\right).$$

The static estimate omits the second term. With our parameters it is

$$1.5\times3.549\times(0.0667-0.1000)=-0.18\ \text{mHa}.$$

The accurate model stiffens phase a by the larger fraction, which raises the free energy of that phase more and partly offsets the rise of $e_b$. The actual $\Delta w$ lies 0.17 mHa below the static change. That the two numbers nearly agree is an accident of the parameters. In a harmonic estimate, where $\langle r^4\rangle=15(k_BT/\kappa)^2$, the doubling of $c$ in phase b alone adds $15\,(3.549/30)^2\times1\ \text{mHa}\approx0.21$ mHa to $\Delta w$. This is as large as the spring term and of opposite sign, so the remaining anharmonic and volume effects must nearly cancel it. The spring term is one of several thermal contributions that the static estimate omits.

**Q:** My accurate energies are few. What is the statistical error of $T'$?

**A:** Both averages in the ratio fluctuate. Linearizing at fixed $T$,

$$\delta T'=\frac{T}{\Delta h}\left(\delta\Delta w-\frac{\Delta w}{\Delta h}\,\delta\Delta h\right)=\frac{T}{\Delta h}\,\delta\Delta y,$$

because $\Delta w/\Delta h=T'/T$. The same $y$ appears again. Leave out its kinetic part: the mean kinetic energy is known exactly and need not be sampled, whereas its variance would not cancel in the sum below. The phases are sampled independently, so their variances add, and for $M$ independent one-cell samples in each phase

$$\sigma(T')=\frac{T}{|\Delta h|}\sqrt{\frac{\mathrm{Var}_a\,y+\mathrm{Var}_b\,y}{M}} .$$

For $M=4000$ this is $(1120.7/2.843)\times\sqrt{0.4593+0.1883}/\sqrt{4000}=5.0$ K. The scatter over 400 repeated random draws of that size is 5.2 K. An error of 10 K needs about 1000 samples per phase. All this assumes that $w$ and $h$ are averaged over the same samples. If $\Delta h$ is taken instead from a separate, converged run of the cheap model, only $\delta\Delta w$ remains, and the variance of the one-cell energy difference between the models replaces $\mathrm{Var}\,y$. That is not necessarily smaller, because correlated fluctuations of $w$ and $h$ partly cancel in $y$.

In a real crystal atoms are correlated. For $M_s$ independent snapshots per phase, replace each $\mathrm{Var}\,y/M$ by $\mathrm{Var}\,Y/(N^2M_s)$, with $Y$ taken for the whole simulation cell.

**Q:** Does the full integration survive noisy averages?

**A:** In this model, yes. I replaced the quadrature averages by Metropolis sampling, with eight independent replicas of 1000 walkers per phase and two fourth-order Runge–Kutta steps in $\lambda$. The result is $1301.0\pm0.4$ K (one standard error), against 1301.3 K from the direct root.

**Q:** And if my cheap coexistence point was wrong to begin with? Perhaps the integration pulls it back.

**A:** It does not remove the error; it only rescales it. The fixed-$P$ equation is equivalent to $\beta'\Delta h+\beta\Delta w=0$. The left side is $d(\beta\Delta g)/d\lambda$ whether or not the phases coexist. So $\Delta g/T$ keeps its initial value, including a wrong one. Near coexistence $\Delta g\approx-\Delta s\,\delta T=-\Delta h\,\delta T/T$, where $\delta T$ is the offset from the true line. Equating $\Delta g/T$ at the two ends gives

$$\delta T_1\approx\delta T_0\left(\frac{T_1}{T_0}\right)^2\frac{\Delta h_0}{\Delta h_1}.$$

An initial offset of 10 K should end as $10\times(1301.3/1120.7)^2\times2.843/3.209=11.9$ K. Integrating from the displaced point gives 12.0 K. The factor can lie on either side of one: on the same path run backwards it is inverted, and 10 K ends as 8.4 K.

**Q:** Then how accurate must the accurate model be?

**A:** Let its energy difference between the phases be wrong by a constant $\varepsilon$ per atom. Then $\Delta g$ changes by $\varepsilon$, and the new root satisfies $\varepsilon-\Delta s\,\delta T=0$ to first order:

$$\delta T=\frac{\varepsilon}{\Delta s}.$$

Here $\Delta s=0.779\,k_B$ at the accurate coexistence point, which means 405 K per mHa. An error of 0.01 mHa per atom moves the transition by 4.1 K; to hold it within 10 K, the difference must be right to 0.025 mHa per atom. A constant error common to both phases cancels, however large it is. The level of theory, and its numerical settings, should therefore be judged by the energy difference between the phases in thermally sampled configurations, not by the total energy.

**Q:** When does the method itself break down?

**A:** If $\Delta h\to0$ while $\Delta v$ and $\Delta w$ stay nonzero, the temperature slope diverges, but you can integrate in pressure instead. If $\Delta v\to0$ with $\Delta h$ finite, use temperature. If both vanish, neither quotient can be evaluated at that point. At a critical point the two phases become identical, so $\Delta w$ vanishes too and both quotients become 0/0. The slopes may still have finite limits there, but close to the point sampling noise overwhelms the small differences. If a phase loses its metastability along the path, its averages no longer describe that phase; a different path may avoid this, provided the phase exists in both end models. Finally, the cancellation of kinetic terms rests on classical nuclei. With quantum nuclei the kinetic energy differs between phases and must be kept in $\Delta h$.
